# Radio-frequency gain of a photonic link with a quadrature-biased modulator

## The question

A laser feeds a Mach-Zehnder intensity modulator. A short fibre carries the modulated light to a photodiode. There is no radio-frequency (RF) amplifier. The data are:

- The modulator's half-wave voltage is $V_\pi=3$ V. This is the voltage step at the RF port between adjacent maximum and minimum transmission, taken as independent of frequency until part (g).
- The modulator is biased at quadrature, which is half transmission, and the average photocurrent is $I=10$ mA.
- The source resistance, the modulator input and the load are each $R=50\ \Omega$.
- A bias tee joins the photodiode to its supply and to the load. Its inductor passes the direct current and its capacitor passes the alternating current.

All amplitudes are peak values. The power gain $G$ is the RF power in the load divided by the available power of the source.

## (a) The signal photocurrent

**Find the photocurrent as a function of the drive voltage $v$, and its signal amplitude for a small drive $v=V\sin\omega t$.**

The two arms carry equal fields with opposite phase shifts $\pm\theta/2$, where $\theta=\pi v/V_\pi+\phi$ and $\phi$ is set by the bias. The transmission, apart from fixed losses, is

$$T=\left|\frac{e^{i\theta/2}+e^{-i\theta/2}}{2}\right|^2=\cos^2\frac{\theta}{2}=\frac{1+\cos\theta}{2}.$$

A change of $v$ by $V_\pi$ changes $\theta$ by $\pi$ and takes $T$ from maximum to minimum, as the definition requires. At quadrature $\phi=\pi/2$, and $\cos(x+\pi/2)=-\sin x$. The photocurrent is proportional to $T$ and equals $I$ at $v=0$, where $T=1/2$. Therefore $i=2IT$, or

$$i=I\left[1-\sin\frac{\pi v}{V_\pi}\right].$$

Define the modulation index $m=\pi V/V_\pi$. For $m\ll1$ the sine may be replaced by its argument:

$$i\simeq I-Im\sin\omega t .$$

The signal amplitude is $Im$. The minus sign is a phase reversal and does not affect the power.

## (b) The gain

**Assume that all the alternating photocurrent enters the load. Derive $G$ and evaluate it. Illustrate with an available input power of 0.100 mW ($-10$ dBm).**

Let the source have open-circuit amplitude $E$. Into a resistance $Z$ it delivers

$$P=\frac{E^2Z}{2(R+Z)^2},\qquad \frac{dP}{dZ}=\frac{E^2(R-Z)}{2(R+Z)^3}.$$

The derivative changes from positive to negative at $Z=R$, so the maximum, which is the available power, is $E^2/(8R)$. A matched modulator receives half the open-circuit voltage, $V=E/2$, and hence

$$P_{\rm in}=\frac{V^2}{2R}.$$

The load receives

$$P_{\rm out}=\frac{(Im)^2R}{2}=\frac{R}{2}\left(\frac{\pi IV}{V_\pi}\right)^2 .$$

In the ratio $V^2$ cancels. One factor of $R$ comes from the input side and one from the output side:

$$\boxed{G=\left(\frac{\pi IR}{V_\pi}\right)^2}$$

With the data,

$$\frac{\pi(0.010)(50)}{3}=0.5236,\qquad G=0.2742,\qquad 10\log_{10}G=-5.62\ \text{dB}.$$

For the stated input, $V=\sqrt{2(50)(10^{-4})}=0.100$ V and $m=\pi(0.100)/3=0.1047$. The signal current is $10\times0.1047=1.047$ mA, and the load power is $(1.047\times10^{-3})^2(50)/2=27.4\ \mu$W, or $-15.62$ dBm. This is 5.62 dB below the input.

The gain varies as $I^2$ because electrical power is quadratic in a current that is itself proportional to optical power. Doubling the laser power therefore adds 6 dB, and doubling $V_\pi$ removes 6 dB.

## (c) A photodiode with its own matching resistor

**The photodiode module now contains a 50 Ω resistor in parallel with the load at RF, blocked from direct current. What is the gain?**

A receiver described only as "matched" may or may not contain such a resistor, so the circuit must be specified. A photodiode behaves here as a current source, whose internal resistance is very high. The added resistor makes the receiver look like 50 Ω when seen from the load, so it absorbs waves reflected back along the output cable. The signal current then divides equally between two 50 Ω paths. Half the current gives one quarter of the load power:

$$G_{\rm shunt}=\frac{G}{4},\qquad -5.62-6.02=-11.64\ \text{dB}.$$

The value in (b) belongs to a link without this resistor, to which the remaining parts return.

## (d) Large signals

**Find the gain at the drive frequency for any $m$, and the input power at which it has fallen by 1 dB.**

The full current contains $\sin(m\sin\omega t)$, whose Fourier series is

$$\sin(m\sin\omega t)=2\sum_{k=0}^{\infty}J_{2k+1}(m)\sin[(2k+1)\omega t].$$

The series has no constant term, so the average current stays at $I$ whatever the drive. The fundamental amplitude is $2IJ_1(m)$ in place of $Im$, and the gain becomes

$$G(m)=G\left[\frac{2J_1(m)}{m}\right]^2 .$$

Since $J_1(m)\simeq m/2-m^3/16$, the bracket is $1-m^2/8$ and its square is $1-m^2/4$ to this order. At $m=0.1047$ the reduction is 0.012 dB, so the small-signal result is adequate at $-10$ dBm.

Numerical root finding for $[2J_1(m)/m]^2=10^{-0.1}$ gives a peak drive of 0.908 V, which is an available input of 9.16 dBm. The gain falls because the drive reaches the curved parts of the transmission characteristic.

## (e) Gain above one

**What photocurrent gives unit gain? Where does the extra RF power come from at 30 mA, with a 5 V photodiode supply and the input of part (b)?**

Setting $\pi IR/V_\pi=1$ gives

$$I=\frac{V_\pi}{\pi R}=\frac{3}{\pi(50)}=19.1\ \text{mA}.$$

For the power balance, write the diode current as $i=I+i_s$, where $i_s$ has zero average. The inductor supplies the steady current $I$, so current conservation sends $I-i=-i_s$ into the load. The capacitor holds the supply voltage $V_b$, and the diode voltage is therefore $V_b-Ri_s$. The average electrical power absorbed by the diode is

$$\langle(V_b-Ri_s)(I+i_s)\rangle=V_bI-R\langle i_s^2\rangle ,$$

because the terms linear in $i_s$ average to zero. The supply delivers $V_bI$, and the load receives $R\langle i_s^2\rangle$. The bias supply thus provides the RF output power, and the diode absorbs correspondingly less.

At 30 mA the supply delivers 150 mW. The signal amplitude is $30\times0.1047=3.14$ mA, and with the slight compression from (d) the load receives 0.246 mW. The diode absorbs the remaining 149.754 mW. The gain is 3.91 dB, although the modulator takes in only 0.100 mW of RF power.

## (f) A bias error

**The bias phase is wrong by 5°. Find the change of small-signal gain (i) at fixed laser power and (ii) when the laser is readjusted to keep the measured average current at 10 mA.**

Let $I_q$ be the current that the laser would give at quadrature. For general $\phi$,

$$i=I_q\left[1+\cos\left(\frac{\pi v}{V_\pi}+\phi\right)\right]\simeq I_q(1+\cos\phi)-I_q\,m\sin\phi\,\sin\omega t .$$

(i) At fixed laser power $I_q$ is fixed, and the gain is multiplied by $\sin^2\phi$. For both 85° and 95° the change is $-0.033$ dB. Quadrature is the maximum, so a small error enters quadratically.

(ii) At fixed average current $I=I_q(1+\cos\phi)$, the signal amplitude is

$$\frac{Im\sin\phi}{1+\cos\phi}=Im\tan\frac{\phi}{2},$$

and the gain is multiplied by $\tan^2(\phi/2)$. The change is $-0.76$ dB at 85° and $+0.76$ dB at 95°. The error now enters linearly, with a sign. At 95° the modulator transmits less light, and the laser must be turned up to restore the current, which strengthens the signal. A reading of 10 mA therefore fixes the gain only if the bias phase is also known.

For the ideal modulator, with exactly equal arms, the factor grows without limit as $\phi\to\pi$, but so does the required laser power. The small-signal expansion also needs $m\ll\pi-\phi$ there, since otherwise the drive itself changes the average current. In a real modulator the arms are not exactly equal, and the light left at the transmission minimum adds to the average current without adding to the signal. The factor then passes through a maximum and falls again. For the extinction ratio of 20 dB used in part (g), the maximum is about 14 dB above the value at quadrature, near $\phi=169^\circ$.

## (g) Comparison with real devices

**Estimate the gain at 1 and 10 GHz for a travelling-wave modulator with these rough typical values: electrode impedance 45 Ω, terminated in the same value; extinction ratio 20 dB; electrode length 2.0 cm; electrode loss $0.30$ dB/(cm$\sqrt{\rm GHz}$); RF-optical index mismatch $\Delta n=0.05$; photodiode capacitance $C=0.10$ pF. Keep $I=10$ mA.**

*Impedance.* The drive amplitude is $2V\,(45/95)$ instead of $V$. The gain factor is $(90/95)^2$, or $-0.47$ dB.

*Extinction.* If the arm fields have ratio $a$, then $T=(1+a^2+2a\cos\theta)/4$. At fixed average current the signal is multiplied by $2a/(1+a^2)$. The extinction ratio is $r=[(1+a)/(1-a)]^2$, which gives $2a/(1+a^2)=(r-1)/(r+1)$. For $r=100$ the gain factor is $(99/101)^2$, or $-0.17$ dB.

*Electrode.* Light travelling along the electrode collects a phase shift proportional to the average voltage it meets. With amplitude attenuation $\alpha$ and phase slip $\beta=2\pi f\Delta n/c$ per unit length, the drive is multiplied by

$$h=\left|\frac1L\int_0^Le^{-(\alpha+i\beta)z}dz\right|=\left|\frac{1-e^{-g}}{g}\right|,\qquad g=(\alpha+i\beta)L .$$

For small $g$, $\ln h\simeq-\alpha L/2+[(\alpha L)^2-(\beta L)^2]/24$. To leading order the penalty in decibels is half the total electrode loss, and the velocity mismatch matters little here (0.016 dB at 10 GHz). Since $h\to1$ as $f\to0$, the 3 V is taken as the low-frequency value; a $V_\pi$ measured at some RF frequency already includes $h$ at that frequency.

*Capacitance.* The photodiode capacitance diverts signal current from the load, and the gain factor is $1/[1+(2\pi fRC)^2]$.

| Contribution (dB) | 1 GHz | 10 GHz |
|---|---:|---:|
| Ideal gain | −5.62 | −5.62 |
| Impedance | −0.47 | −0.47 |
| Extinction | −0.17 | −0.17 |
| Electrode | −0.30 | −0.95 |
| Capacitance | −0.00 | −0.41 |
| Compression at −10 dBm | −0.01 | −0.01 |
| All together | −6.58 | −7.63 |

A half-wave voltage of 3 V is in the usual range of a few volts for such modulators. A photocurrent of 10 mA is high for a photodiode made for data reception and calls for one designed for high current; saturation and the carrier transit time, which are not modelled, would lower the gain further. With an assumed responsivity of 0.8 A/W, the photodiode must receive $10/0.8=12.5$ mW of light. Quadrature passes very nearly half of the maximum transmitted light, and an assumed loss of 4 dB at that maximum raises the laser power to $2(12.5)10^{0.4}\simeq63$ mW. Of the frequency-dependent effects in the table, the electrode costs the most, about 1 dB at 10 GHz, where all the listed effects together move the result by 2.0 dB. The capacitance penalty grows faster with frequency, however, and overtakes the electrode penalty at higher frequencies. In a silicon carrier-depletion modulator the phase is also nonlinear in voltage and the absorption varies with it, so the measured relative slope $|dT/dv|/T$ at the bias point should replace $\pi/V_\pi$, to which it reduces for the ideal modulator at quadrature.

Numerical values quoted here were computed with a short program.
